# Ideality factor of single-level recombination in a symmetric silicon junction

## Problem

An abrupt silicon p–n junction has the same doping $N$ on both sides. One trap level lies at energy $E_t$ measured from the intrinsic level, and it captures electrons and holes with equal coefficients $c$. The trap density is $N_t$, and $\tau=1/(cN_t)$. A forward bias $V$ is applied, smaller than the built-in voltage $V_{bi}$ by many $kT/q$. The local ideality factor of a current density $J$ is defined by

$$\frac1m=\frac{kT}{q}\frac{d\ln J}{dV}.$$

(a) Write the recombination current of the space-charge region as a single integral.

(b) Differentiate it to find $m$, including the bias dependence of the depletion width.

(c) Evaluate $J$ and $m$ for a midgap trap, and for a trap far from midgap. State how far is far enough.

(d) Find the trap depth that separates the two kinds of behaviour at a given bias.

(e) Add the diffusion current. When does the ideality factor of the space-charge region show in the total current?

(f) Evaluate the results at 300 K for $N=10^{16}\ \mathrm{cm^{-3}}$, $n_i=10^{10}\ \mathrm{cm^{-3}}$, $\tau=0.10\ \mu\mathrm{s}$, $V=0.30$ V, relative permittivity 11.7, and diffusivities $D_n=31$ and $D_p=10\ \mathrm{cm^2/s}$. Take trap depths of 0, 0.15, 0.25 and 0.45 eV. Estimate the main neglected effects.

Use the depletion approximation, Boltzmann statistics and flat quasi-Fermi levels across the depletion region. Neglect the trap charge and tunnelling.

## Solution

### (a) The current as an integral

**Potential.** Put the junction plane at $x=0$ and the n side at $x>0$. In the depletion approximation the field falls linearly from its peak $F_0$ to zero at $x=W/2$, so the potential measured from the junction plane is

$$\psi(x)=F_0\left(x-\frac{x^2}{W}\right),\qquad 0<x<W/2,\qquad F_0=\frac{qNW}{2\varepsilon}.$$

On the p side $\psi$ is the odd continuation. The rise over one half is $F_0W/4$, hence $F_0W/2=V_{bi}-V$. With the expression for $F_0$ this gives

$$W=\sqrt{\frac{4\varepsilon(V_{bi}-V)}{qN}},\qquad F_0=\frac{2(V_{bi}-V)}{W}.$$

Each neutral side has its Fermi level $kT\ln(N/n_i)$ from the intrinsic level, so $V_{bi}=2(kT/q)\ln(N/n_i)$.

Define $v=qV/kT$, $v_{bi}=qV_{bi}/kT$, $w=(v_{bi}-v)/2$ and $s=2|x|/W$. On the n side $u=q\psi/kT$ becomes

$$u=w(2s-s^2),\qquad 0\le s\le1.$$

**Carriers.** At the n-side edge $u=w$ and $n=N=n_ie^{v_{bi}/2}$. Therefore $n=Ne^{u-w}=n_ie^{v/2}e^{u}$. The same argument from the p side gives $p=n_ie^{v/2}e^{-u}$. The product $np=n_i^2e^v$ is constant, as flat quasi-Fermi levels require.

**Rate.** Let $g$ be the fraction of traps holding an electron. The net electron capture rate is $cN_t[(1-g)n-gn_1]$ and the net hole capture rate is $cN_t[gp-(1-g)p_1]$. Detailed balance at equilibrium fixes the emission terms:

$$n_1=n_ie^{E_t/kT},\qquad p_1=n_ie^{-E_t/kT},\qquad n_1p_1=n_i^2,$$

with any level degeneracy absorbed in $E_t$. In steady state the two rates are equal, which gives $g=(n+p_1)/(n+n_1+p+p_1)$. Inserting this in the electron rate,

$$(1-g)n-gn_1=\frac{n(n_1+p)-n_1(n+p_1)}{n+n_1+p+p_1}=\frac{np-n_i^2}{n+n_1+p+p_1}.$$

The recombination rate is therefore

$$U=\frac1\tau\,\frac{np-n_i^2}{n+p+n_1+p_1}
=\frac{n_i}{\tau}\,\frac{e^v-1}{2e^{v/2}\cosh u+2\cosh(E_t/kT)}.$$

Dividing numerator and denominator by $2e^{v/2}$,

$$U=\frac{n_i}{\tau}\,\frac{\sinh(v/2)}{\cosh u+b},\qquad b=e^{-v/2}\cosh\frac{E_t}{kT}.$$

In the denominator, $\cosh u$ comes from capture and $b$ from emission back to the bands. The rate is even in $x$, and $dx=(W/2)\,ds$ on each half, so

$$J=\frac{qn_iW}{\tau}\sinh\frac v2\; I,\qquad I=\int_0^1\frac{ds}{\cosh u+b}.\tag{1}$$

### (b) The local ideality factor

At fixed temperature $1/m=d\ln J/dv$. Four quantities in (1) depend on $v$:

$$\frac{d\ln W}{dv}=-\frac1{2(v_{bi}-v)},\quad
\frac{d\ln\sinh(v/2)}{dv}=\frac12\coth\frac v2,\quad
\frac{\partial u}{\partial v}=-\frac{u}{v_{bi}-v},\quad
\frac{db}{dv}=-\frac b2.$$

The third follows because $u$ is proportional to $v_{bi}-v$ at fixed $s$. Hence

$$\frac{dI}{dv}=\int_0^1\frac{ds}{(\cosh u+b)^2}\left[\frac{u\sinh u}{v_{bi}-v}+\frac b2\right].$$

Let $\langle\cdot\rangle$ be the average over $s$ with weight $1/(\cosh u+b)$, that is, weighted by the local recombination rate. With

$$f=\left\langle\frac{b}{\cosh u+b}\right\rangle,\qquad h=\left\langle\frac{u\sinh u}{\cosh u+b}\right\rangle,$$

the sum of the terms is

$$\frac1m=\frac12\coth\frac v2+\frac f2+\frac{2h-1}{2(v_{bi}-v)}.\tag{2}$$

For $v\gg1$ the first term is $\tfrac12$. The number $f$, between 0 and 1, measures how far emission controls the rate. If the last term is small, $m\approx2/(1+f)$: capture control gives a factor near two and emission control a factor near one. The last term records the change of field and width with bias. For $v\ll1$ the current becomes proportional to $V$, and $m$ no longer describes an exponential.

### (c) The two limits

**Midgap trap.** Here $E_t=0$ and $b=e^{-v/2}\ll1$, so $b$ may be dropped. Recombination is concentrated where $\cosh u$ is small, that is, where $n\approx p$. It is then convenient to integrate over $u$. Since $d\psi/dx=F_0(1-s)$ and $1-u/w=(1-s)^2$,

$$\frac{du}{dx}=\frac{qF_0}{kT}\sqrt{1-\frac uw}.$$

Expand the inverse root as $1+u/(2w)$ and extend the upper limit from $w$ to infinity, since the integrand decays as $e^{-u}$. The integrals needed are $\int_0^\infty \mathrm{sech}\,u\,du=\pi/2$ and

$$\int_0^\infty u\,\mathrm{sech}\,u\,du=2\sum_{k\ge0}(-1)^k\!\int_0^\infty\! u\,e^{-(2k+1)u}du=2\sum_{k\ge0}\frac{(-1)^k}{(2k+1)^2}=2G,$$

where $G\approx0.916$ is Catalan's constant. Counting both halves,

$$J\approx\frac{qn_i}{\tau}\,\frac{kT}{qF_0}\,\sinh\frac v2\left[\pi+\frac{2G}{w}\right],\tag{3}$$

with omitted terms of relative order $1/w^2$, and of order $e^{-v/2}$ from dropping $b$. To leading order the current is the peak rate times a zone of width $\pi kT/(qF_0)$.

For $m$ at the same leading order, take the field as constant across this zone. Integration by parts gives

$$h=\frac{\int_0^\infty u\tanh u\,\mathrm{sech}\,u\,du}{\int_0^\infty\mathrm{sech}\,u\,du}
=\frac{\left[-u\,\mathrm{sech}\,u\right]_0^\infty+\int_0^\infty\mathrm{sech}\,u\,du}{\int_0^\infty\mathrm{sech}\,u\,du}=1.$$

With $f\approx0$, equation (2) becomes

$$m\approx\frac{2}{1+1/(v_{bi}-v)}.\tag{4}$$

The factor is near two but below it: forward bias lowers the field and so widens the recombination zone, which makes the current rise faster than $e^{v/2}$.

**Trap far from midgap.** In the depletion region $1\le\cosh u\le\cosh w$. If $b\gg\cosh w$, emission dominates everywhere and $I\to1/b$. Use $e^{v/2}\sinh(v/2)=(e^v-1)/2$ and $\cosh(E_t/kT)=(n_1+p_1)/(2n_i)$:

$$J\to J_\infty=\frac{qWn_i^2(e^v-1)}{\tau(n_1+p_1)}.\tag{5}$$

The current lies below this value by a relative amount

$$1-\frac J{J_\infty}\le\frac{\cosh w}{b+\cosh w}<\frac{\cosh w}{b}=\frac{N+n_ie^{v/2-w}}{n_1+p_1}\approx\frac{N}{n_1+p_1}.$$

The last steps use $n_ie^{v/2+w}=N$. The limit is thus assured when $n_1+p_1\gg N$. Because $N=n_ie^{v_{bi}/2}$, this means that $|E_t|$ exceeds $qV_{bi}/2$ by a few $kT$: the level lies beyond the bulk Fermi level, towards a band edge.

The same bound controls the derivative. It gives $1-f\le\cosh w/b$ and $h\le w\cosh w/b$, so $f\to1$ and $h\to0$. For $v\gg1$,

$$m\to\frac1{1-\dfrac{1}{2(v_{bi}-v)}}.\tag{6}$$

This is slightly above one. Recombination now fills the whole depletion region, and that region shrinks as the bias rises. In these two limits, with $v\gg1$, the factor differs from the integer by an amount of order $1/(v_{bi}-v)$.

### (d) The boundary between deep and shallow

Take the field as uniform and independent of bias, and let $u$ run over all values. The integral needed is

$$K(b)=\int_{-\infty}^{\infty}\frac{du}{\cosh u+b}=\int_0^\infty\frac{2\,dt}{t^2+2bt+1},\qquad t=e^u.$$

For $b=\cosh a>1$ the denominator is $(t+e^a)(t+e^{-a})$, and partial fractions give

$$K=\frac1{\sinh a}\left[\ln\frac{t+e^{-a}}{t+e^{a}}\right]_0^\infty=\frac{2a}{\sinh a}.$$

For $b=\cos\theta<1$, completing the square gives $K=2\theta/\sin\theta$, which joins the first form smoothly at $b=1$.

Now $J\propto\sinh(v/2)K(b)$. Since $db/dv=-b/2$ and $db/da=\sinh a$, we have $da/dv=-\tfrac12\coth a$, and for $v\gg1$

$$\frac1m=\frac12+\frac12\coth a\left(\coth a-\frac1a\right).\tag{7}$$

As $a\to0$, $\coth a\approx1/a+a/3$ and the second term tends to $1/6$. At $b=1$ therefore $1/m=2/3$ and $m=3/2$. The condition $\cosh(E_t/kT)=e^{v/2}$ places the boundary at

$$|E_t|\approx\frac{qV}2+kT\ln2.\tag{8}$$

Here emission and capture contribute equally to the denominator at the junction plane only; averaged over the zone, $1/m=(1+f)/2$ gives $f=1/3$. Levels well inside this boundary, closer to midgap, are controlled by capture; levels well outside it, by emission. One trap can thus change its behaviour with bias.

For large $a$, equation (7) gives $1/m\approx1-1/(2a)$. The approach to one is slow because the emission-controlled zone $|u|<a$ itself narrows with bias. This form holds while $a$ is well below $w$, and like (7) it lacks the field term of (2). With the numbers of part (f) at 0.25 eV ($a=3.87$) it gives $m=1.15$; adding $1/[2(v_{bi}-v)]$ to $1/m$ gives 1.11, close to the full value 1.115. Once $a$ exceeds $w$ by a few units, the zone fills the depletion region and (6) takes over.

### (e) The total current

On the neutral p side at low injection, a small excess $\Delta n$ recombines at the rate $N\Delta n/[\tau(N+n_1+p_1)]$. The minority lifetime, the same on both sides, is

$$\tau_{\rm eff}=\tau\left(1+\frac{n_1+p_1}{N}\right).$$

The excess at the depletion edge is $(n_i^2/N)(e^v-1)$. On a long neutral side it decays over $L=\sqrt{D\tau_{\rm eff}}$, so its diffusion current is $qD/L=q\sqrt{D/\tau_{\rm eff}}$ times that excess. Adding both carriers,

$$J_{\rm diff}=\frac{qn_i^2}{N}(e^v-1)\,\frac{\sqrt{D_n}+\sqrt{D_p}}{\sqrt{\tau_{\rm eff}}}.\tag{9}$$

Its factor is one for $v\gg1$. For the sum, the inverse factors are averaged with the currents as weights:

$$\frac1{m_{\rm tot}}=\frac{J/m+J_{\rm diff}}{J+J_{\rm diff}}.$$

For a midgap trap $J/J_{\rm diff}$ falls roughly as $e^{-v/2}$, so the space-charge factor shows most clearly at low bias, provided $v\gg1$ still holds. For a shallow trap with $n_1+p_1\gg N$, dividing (5) by (9) gives $J/J_{\rm diff}\approx W/(L_n+L_p)$. The space-charge current is then a small part of the total if the diffusion lengths far exceed $W$.

### (f) Numbers

**Electrostatics.** With $kT/q=0.02585$ V, $V_{bi}=0.714$ V. At 0.30 V, $v=11.605$, $v_{bi}-v=16.03$ and $w=8.01$. The width is $W=327$ nm and the peak field 25.3 kV/cm. The midgap recombination zone, $\pi kT/(qF_0)=32$ nm, is about a tenth of $W$.

Equations (1) and (2) give, at 0.30 V with $\tau$ held fixed:

| $E_t$ (eV) | $f$ | $h$ | $m$ | $J$ (A/cm²) |
|---|---|---|---|---|
| 0 | 0.002 | 1.123 | 1.853 | $9.31\times10^{-6}$ |
| 0.15 | 0.208 | 1.141 | 1.553 | $7.27\times10^{-6}$ |
| 0.25 | 0.688 | 1.345 | 1.115 | $1.10\times10^{-6}$ |
| 0.45 | 0.992 | 0.063 | 1.032 | $1.57\times10^{-9}$ |

**Midgap.** In (3), $qn_i/\tau=1.602\times10^{-2}\ \mathrm{A/cm^3}$, $kT/(qF_0)=1.021\times10^{-6}$ cm, $\sinh(v/2)=165.5$ and the bracket is $3.142+1.832/8.013=3.370$. The product is $9.13\times10^{-6}\ \mathrm{A/cm^2}$, 2% below the integral. Equation (2) reads

$$\frac1m=0.5000+0.0009+\frac{2(1.1226)-1}{2(16.027)}=0.5398,\qquad m=1.853.$$

The leading estimate (4) gives 1.88. Most of the difference comes from $h$ exceeding one, because the field falls away from the junction plane.

**Shallow.** At 0.45 eV, $n_1+p_1=3.63\times10^{17}\ \mathrm{cm^{-3}}$, so the error bound on (5) is 2.8%. The level is 0.093 eV beyond $qV_{bi}/2=0.357$ eV. Equation (5) gives

$$J_\infty=\frac{(1.602\times10^{-19})(3.273\times10^{-5})(10^{20})(1.096\times10^{5})}{(10^{-7})(3.628\times10^{17})}=1.58\times10^{-9}\ \mathrm{A/cm^2},$$

0.8% above the integral. The limit (6) is 1.032, in agreement with the table. The agreement in $m$ is closer than that in $J$ because the corrections from $f$ and $h$ to $1/m$, $-0.0042$ and $+0.0039$, nearly cancel here.

**Boundary.** Equation (8) gives $0.150+0.018=0.168$ eV. The full model gives $m=1.43$ there. Adding the field term $1/[2(v_{bi}-v)]=0.031$ to $2/3$ accounts for the shift from 1.5. The bias dependence at four depths is:

| $V$ (V) | 0 eV | 0.15 eV | 0.25 eV | 0.45 eV |
|---|---|---|---|---|
| 0.20 | 1.865 | 1.259 | 1.072 | 1.026 |
| 0.30 | 1.853 | 1.553 | 1.115 | 1.032 |
| 0.40 | 1.798 | 1.735 | 1.229 | 1.043 |

For the trap at 0.15 eV, emission and capture have about equal weight at 0.20 V ($f=0.52$), while capture dominates at 0.40 V ($f=0.04$). As a test of (2), the rate was integrated directly from the carrier densities and the current differentiated numerically. At all twelve points of this table the two values of $m$ differ by less than $10^{-4}$.

**Total current.** For the midgap trap at 0.30 V, (9) gives $J_{\rm diff}=4.85\times10^{-6}\ \mathrm{A/cm^2}$, and

$$\frac1{m_{\rm tot}}=\frac{9.31/1.853+4.85}{9.31+4.85}=0.697,\qquad m_{\rm tot}=1.43.$$

At 0.20 V the total factor is 1.74 and at 0.40 V it is 1.12. For the 0.45 eV trap $\tau_{\rm eff}=3.73\ \mu$s and $L_n+L_p\approx169\ \mu$m, so the space-charge share is about 0.2%. The total factor is then one to within about $10^{-4}$, because diffusion carries almost all the current.

**Real devices and neglected effects.** The doping, lifetime and transport data are rough values for silicon. A real junction can be asymmetric or graded, and its traps need not capture both carriers equally. Using one $\tau$ at all depths isolates the effect of energy; it does not describe four actual impurities. The following estimates are for 0.30 V.

- *Temperature.* At 400 K, with $\tau$ and the diffusivities held fixed and a constant gap of 1.12 eV, $n_i$ rises to $3.5\times10^{12}\ \mathrm{cm^{-3}}$. The midgap space-charge factor falls to 1.67 and the total factor to 1.02. Here $V$ is the voltage across the junction itself: the current is now about 0.03 A/cm², and the resistive drop in thick neutral regions can raise the factor measured at the terminals. This is the largest change in $m$ in this list.
- *Tunnelling.* A carrier can reach the trap from an energy $ykT$ below its local band edge. Weighting the Boltzmann gain $e^y$ by the semiclassical transmission of a triangular barrier, with a rough mass $m^*$ of 0.25 electron masses and the field $F_0$, would raise the midgap current by 36% and change $m$ to 1.88. This is a large overestimate at such a weak field, for two reasons. In the exact density for a uniform field, counting the energy of motion along the field, the part below the band edge is only about 18% of the classical density, half the semiclassical figure. A loss of about 17% above the edge, which the estimate omits, then nearly cancels it. The exact Boltzmann density in a uniform field exceeds the classical one by the factor $\exp[(q\hbar F_0)^2/(24m^*(kT)^3)]=1.005$. If capture follows the local density, tunnelling is therefore negligible here, and $m$ changes by only about 0.001.
- *Mobile carriers.* Keeping them in Poisson's equation, over the same $W$, raises the midgap current by 9% and gives $m=1.83$; the shallow value stays at 1.032 because $W$ is held fixed in form. Taking the width as $2\varepsilon F_0/(qN)$, with the lowered peak field, would give 1.037. They screen part of the dopant charge near the edges and lower the peak field.
- *Unequal lifetimes.* With a hole lifetime 100 times the electron lifetime, the latter held fixed, the midgap factor is 1.80. The condition for maximum rate becomes $\tau_pn=\tau_np$, which moves the zone into the p side, where the field is lower and more sensitive to bias. Emission adds a smaller part: without it the factor would be 1.82. The peak rate falls about tenfold, because the least value of $\tau_pn+\tau_np$ at fixed $np$ is $2\sqrt{\tau_p\tau_n\,np}$.
- *Smaller effects.* The hole quasi-Fermi level drops by only about 0.1 mV across the region for the midgap trap, far less than $kT/q$. A rough $c=10^{-7}\ \mathrm{cm^3/s}$ implies $N_t=10^{14}\ \mathrm{cm^{-3}}$, so trap charge is at most 1% of the doping. Degeneracy is negligible, with $N/N_c\approx4\times10^{-4}$, where $N_c$ is the effective density of states of the conduction band.

At 300 K these corrections, taken one at a time, leave the midgap space-charge factor between 1.80 and 1.85, with the exact density used for tunnelling. The lower end is set by the chosen lifetime ratio of 100; a ratio of 1000 gives 1.73. A measured factor near one does not by itself identify a shallow trap, since diffusion gives the same value. The full set of values is in the numerical output.

## Calculated quantities

```
Doping of each side: 1.0e+16 cm^-3; ni: 1.0e+10 cm^-3
Lifetime: 0.10 us; temperature: 300 K
Relative permittivity: 11.7
Diffusivities n, p: 31, 10 cm^2/s
Thermal voltage: 0.02585 V; bias: 0.30 V
Built-in voltage: 0.7143 V; half of it: 0.3572 V
v = 11.605; vbi - v = 16.027; w = 8.013
Depletion width: 327.3 nm; peak field: 25.31 kV/cm
Midgap zone width pi*Vt/F0: 32.08 nm
Catalan constant: 0.915966
At 0.30 V: depth eV | b | f | h | m | J_scr A/cm^2
  0.00 | 3.021e-03 | 0.0018 | 1.1226 | 1.8526 | 9.312e-06
  0.15 | 5.000e-01 | 0.2079 | 1.1405 | 1.5530 | 7.266e-06
  0.25 | 2.393e+01 | 0.6884 | 1.3452 | 1.1149 | 1.095e-06
  0.45 | 5.480e+04 | 0.9916 | 0.0628 | 1.0325 | 1.571e-09
Midgap J: integral 9.312e-06, limit 9.128e-06 A/cm^2
Midgap m: integral 1.8526, limit 1.8825
Shallow J: integral 1.571e-09, limit 1.584e-09 A/cm^2
Shallow m: integral 1.0325, limit 1.0322
Shallow n1+p1: 3.628e+17 cm^-3; N/(n1+p1): 0.0276
Crossover depth at 0.30 V: 0.1679 eV
m there: fixed field 1.5000, full 1.4297
Space-charge m: bias V | depths 0, 0.15, 0.25, 0.45 eV
  0.20 | 1.865, 1.259, 1.072, 1.026
  0.30 | 1.853, 1.553, 1.115, 1.032
  0.40 | 1.798, 1.735, 1.229, 1.043
Midgap: bias V | J_scr | J_diff A/cm^2 | m of total current
  0.20 | 1.168e-06 | 1.012e-07 | 1.744
  0.30 | 9.312e-06 | 4.847e-06 | 1.434
  0.40 | 7.723e-05 | 2.320e-04 | 1.125
Shallow neutral lifetime: 3.728 us
Shallow diffusion current: 7.939e-07 A/cm^2
Shallow J_scr/J_total: 0.197 %
Shallow m of total current: 1.0001
Neglected effects at 0.30 V:
Mobile carriers: m midgap 1.8283, shallow 1.0324
Mobile carriers: midgap J multiplied by 1.0877
Hole quasi-Fermi drop: 0.1334 mV
Capture coefficient: 1.0e-07 cm^3/s; traps: 1.0e+14 cm^-3
Largest trap charge / doping: 1.00 %
Midgap m with tau_p = 100 tau_n: 1.8007
Tunnelling mass: 0.25 electron masses
Tunnelling: J factor 1.358, midgap m 1.8763
Degeneracy N/Nc: 3.57e-04
At 400 K: ni 3.46e+12 cm^-3
At 400 K: midgap m 1.669, of total 1.018
```
